Quenching near absorbing surfaces: z⁻³ for half-spaces, z⁻⁴ for weakly conducting sheets

**Q.** I place an emitter at a height z above an absorbing surface, far closer than a wavelength, and its fluorescence dies. I am told that the height dependence is hidden in the reflection coefficient for p-polarized waves. How does a reflection coefficient enter a decay rate?

**A.** Through the field that the emitter sends to the surface and gets back. In weak coupling the decay rate Γ, relative to its free-space value Γ₀, equals the power lost by a classical dipole of the same frequency ω, relative to its free-space loss P₀. Both ratios are set by the imaginary part of the same Green function. With time factor exp(−iωt) and a real dipole amplitude p,

P = (ω/2) p Im E, P₀ = ω⁴p²/(12πε₀c³),

where E is the field component along the dipole, at the dipole. Its own field supplies P₀ and the reflected field supplies the rest. With k₀ = ω/c,

Γ/Γ₀ = 1 + [6πε₀/(k₀³p)] Im E_ref.

Take the dipole perpendicular to the surface, in vacuum. Its field is

E_z = [p/(4πε₀)] (k₀² + ∂²/∂z²) g, g = exp(ik₀r)/r.

Since (∇² + k₀²)g = −4πδ(r), each in-plane Fourier component of g obeys g_k″ + k_z²g_k = −4πδ(z), with k_z² = k₀² − k². The outgoing solution is

g_k = (2πi/k_z) exp(ik_z|z|),

because its slope jumps by 2ik_z(2πi/k_z) = −4π. The derivative operator becomes k₀² − k_z² = k². Each component travels down a distance z, is multiplied by r_p, and travels back. Summing with d²k/(2π)² = k dk/(2π) gives

E_ref = [ip/(4πε₀)] ∫₀^∞ dk (k³/k_z) r_p exp(2ik_z z).

Here r_p is the ratio of reflected to incident magnetic field. It also applies to E_z, because E_z = −kH_y/(ωε₀) for both directions of travel.

Now put q = k_z/k₀ and x = k₀z. From k² = k₀²(1 − q²) we have k dk = −k₀²q dq, so k³dk/k_z = −k₀³(1 − q²)dq. For k < k₀, q runs from 1 to 0. For k > k₀ the waves are evanescent, q = iκ, and κ runs from 0 to ∞. The prefactor is 6πε₀/(4πε₀) = 3/2, and Im(iA) = Re A, so

Γ/Γ₀ = 1 + (3/2) Re ∫₀¹ dq (1 − q²) r_p e^{2iqx} + (3/2) ∫₀^∞ dκ (1 + κ²) Im r_p e^{−2κx}.

The last term arises from −dq = −i dκ and Re(−ir_p) = Im r_p.

**Q.** Which of these terms is the quenching?

**A.** Close to the surface, the last one; call it Γ_ev, in units of Γ₀. Propagating waves are partly absorbed as well, but that loss is at most the half of the free-space power that travels toward the surface, and it does not grow as z falls. The middle term cannot exceed 1 in magnitude, since |r_p| ≤ 1 for a propagating wave falling on a passive surface and ∫₀¹(1 − q²)dq = 2/3. The last term can grow without limit as x → 0, because the cutoff e^{−2κx} then moves to ever larger κ. It does so if Im r_p stays large enough at large κ, which in an isotropic local medium requires absorption. A transparent dielectric with real ε > 1 has Im r_p = 0 for κ² > ε − 1, so its contribution stays finite.

The exponent of z is therefore decided by how Im r_p depends on κ where the integrand is large.

**Q.** Then let us start with the thick absorber. What is its r_p?

**A.** Let it fill z < 0, with a local permittivity ε, Im ε > 0, and no magnetic response. The magnetic field is

above: H_y = e^{−ik_z z} + r_p e^{ik_z z}; below: H_y = t e^{−ik_z1 z},

with the common factor e^{ikx′} omitted, x′ being the in-plane coordinate. The in-plane electric field follows from −∂H_y/∂z = −iωε₀ε E, so E = (∂H_y/∂z)/(iωε₀ε). At z = 0,

above: E = −q(1 − r_p)/(ε₀c); below: E = −q₁t/(ε₀cε),

where q₁ = k_z1/k₀ = √(ε − 1 + q²), since k_z1² = εk₀² − k². Continuity of H gives t = 1 + r_p. Continuity of E then gives εq(1 − r_p) = q₁(1 + r_p), hence

r_p = (εq − q₁)/(εq + q₁).

For q = iκ with κ² ≫ |ε − 1|, q₁ → iκ. The common factor iκ cancels:

r_p → β = (ε − 1)/(ε + 1), Im β = 2 Im ε/|ε + 1|².

Near the surface the important κ are large, so 1 + κ² ≈ κ². With ∫₀^∞ κⁿe^{−2κx}dκ = n!/(2x)ⁿ⁺¹,

Γ_ev ≈ (3/2) Im β · 2/(2x)³ = (3/8) Im β / x³.

This is the z⁻³ law. For |ε| of order one or larger it needs x√|ε| ≪ 1, and two further conditions. The step r_p → β drops q₁ − iκ ≈ −i(ε − 1)/(2κ) against the denominator i(ε + 1)κ, so near ε = −1 it also needs x² ≪ |ε + 1|. And for Re ε > 1 or Re ε < −1 there is a contribution that stays finite as x → 0 and does not vanish with Im ε. For Re ε > 1 it comes from κ² < Re ε − 1, as the transparent dielectric shows. For Re ε < −1 it comes from the surface-plasmon pole of r_p, where εq + q₁ = 0, that is κ² = −1/(ε + 1); this pole moves to large κ as ε → −1. For weak absorption the law holds only where Im β/x³ is large compared with that contribution.

**Q.** Physically, why does r_p become a constant?

**A.** At κ ≫ 1 and κ² ≫ |ε| the field varies in the plane over distances far below the wavelength, both in vacuum and in the medium, and retardation drops out. What remains is electrostatics with a flat boundary between two uniform regions. That problem contains no length with which k could be compared, so the reflection must be the same for every k. The power of z then comes from the dipole and from the κ integral alone.

**Q.** For a thin conducting sheet I would do the same thing: find r_p and let k go to infinity. Does that give z⁻⁴?

**A.** It gives a different power. Let the sheet be free-standing, much thinner than z, with a local conductivity σ (current per width divided by field) that is real and positive. Define

η = σ/(2ε₀c).

There is vacuum on both sides, so continuity of E gives t = 1 − r_p. The magnetic field now jumps by the sheet current. From ẑ × (H_above − H_below) = K, and ẑ × ŷ = −x̂,

−(1 + r_p − t) = σE = −2ηq(1 − r_p).

Inserting t = 1 − r_p gives 2r_p = 2ηq(1 − r_p), so

r_p = ηq/(1 + ηq).

For evanescent waves, multiply top and bottom by 1 − iηκ:

r_p = iηκ/(1 + iηκ) = (η²κ² + iηκ)/(1 + η²κ²), Im r_p = ηκ/(1 + η²κ²).

When κ → ∞, r_p → 1 and Im r_p → 1/(ηκ). That is one power of κ less than for the half-space:

Γ_ev ≈ (3/2)(1/η) ∫₀^∞ κ e^{−2κx}dκ = (3/2)(1/η)/(2x)² = 3/(8ηx²).

So the true large-wavevector limit of this model gives z⁻². It needs x ≪ η and x ≪ 1. More precisely, (1 + κ²) Im r_p = κ/η + (1 − 1/η²) ηκ/(1 + η²κ²), and for x ≪ η the second term changes the rate by the fraction 4x²(1 − 1/η²)[ln(η/2x) − 0.577]. For η ≫ 1 the logarithm tightens the condition on x: at x = 0.1 the rate exceeds the law by 13 % for η = 10 and by 32 % for η = 1000.

**Q.** Then where does z⁻⁴ come from?

**A.** From wavevectors that are large compared with k₀ but still small on a second scale, which the sheet brings with it. Write ηκ ≈ kℓ, with

ℓ = η/k₀ = σ/(2ε₀ω).

This is a length, and its presence is what separates the sheet from the half-space. For kℓ ≪ 1, Im r_p ≈ ηκ, one power of κ more than for the half-space. Then

Γ_ev ≈ (3/2)η ∫₀^∞ κ³e^{−2κx}dκ = (3/2)η · 6/(2x)⁴ = (9/16) η/x⁴.

The important k are of order 1/z, so the condition on the height is

ℓ ≪ z ≪ 1/k₀.

Such a range exists if η ≪ 1, that is, for a weakly conducting sheet. The statement that both laws follow from the large-k limit of r_p is right for the half-space. For the sheet it has to be read as "k large compared with k₀, yet small compared with 1/ℓ".

**Q.** Can I see the two exponents without wavevectors?

**A.** Yes, from the Joule heat of the dipole's near field. The squared field falls as r⁻⁶. Integrating over the volume below the surface adds three powers of length, and integrating over a plane adds two. That leaves z⁻³ and z⁻⁴, provided that screening does not bring in a further dependence on z.

For the half-space, take a static potential component e^{kz} coming from the dipole. Above the surface it becomes e^{kz} − be^{−kz}, and below it is τe^{kz}. Continuity of the potential gives 1 − b = τ, and continuity of the normal displacement gives 1 + b = ετ. Adding them gives τ = 2/(ε + 1) for every k, so the whole field inside is the free dipole field times this number. The heat is

P = ½ωε₀ Im ε · [4/|ε + 1|²] · [p²/(16π²ε₀²)] ∫ (1 + 3cos²θ)/r⁶ dV.

For a given u = cos θ, measured from the downward normal, r starts at z/u, and ∫r⁻⁴dr = u³/(3z³). The volume integral is

(2π/3z³) ∫₀¹ (1 + 3u²)u³ du = (2π/3z³)(1/4 + 1/2) = π/(2z³).

Dividing by P₀, the numerical factor is ½ · 4 · (1/16π²) · (π/2) · 12π = 3/4, so

P/P₀ = (3/4) Im ε/(|ε + 1|²x³) = (3/8) Im β/x³.

For the weak sheet the field is nearly unscreened: the transmitted fraction is 1 − r_p = 1/(1 + iηκ) ≈ 1. The in-plane field at lateral distance ρ is 3pzρ/(4πε₀r⁵), with r² = ρ² + z². Therefore

P = ½σ ∫₀^∞ 2πρ dρ · 9p²z²ρ²/(16π²ε₀²r¹⁰) = [9σp²z²/(16πε₀²)] ∫₀^∞ ρ³dρ/(ρ² + z²)⁵.

With w = ρ² + z² the last integral is ½∫(w⁻⁴ − z²w⁻⁵)dw from z² to ∞, which is ½(1/3 − 1/4)/z⁶ = 1/(24z⁶). So P = 3σp²/(128πε₀²z⁴). Dividing by P₀ and using σ = 2ε₀cη,

P/P₀ = 9σc³/(32ε₀ω⁴z⁴) = (9/16) η/x⁴.

Both coefficients agree with the reflection calculation.

**Q.** And the z⁻² range?

**A.** There the sheet screens. For kℓ ≫ 1 the in-plane field in the sheet is reduced by |1/(1 + iηκ)|² ≈ 1/(ηκ)² in intensity. This turns the factor ηκ into 1/(ηκ) and removes two powers of 1/z. The heating then falls when σ rises.

The case η = 1 shows it without approximation within the model:

(1 + κ²) Im r_p = (1 + κ²) κ/(1 + κ²) = κ, so Γ_ev = 3/(8x²) at every height.

This sheet conducts well and has no z⁻⁴ range at all.

**Q.** Let me have numbers. How wide is the fourth-power range in practice?

**A.** Take round model parameters: a vacuum wavelength of 600 nm, so that 1/k₀ = 95.5 nm; a half-space with ε = 4 + 4i; and a sheet with η = 0.01, or σ = 53.1 µS. Then

β = (3 + 4i)/(5 + 4i) = 0.756 + 0.195i, ℓ = 0.01 × 95.5 nm = 0.955 nm.

The two reflection coefficients behave as described. Between κ = 10 and κ = 20, Im r_p of the half-space goes from 0.198 to 0.196, while that of the sheet goes from 0.099 to 0.192. At κ = 1000 the sheet's value has fallen back to 0.099.

At z = 10 nm, x = 10/95.5 = 0.1047. The laws give

half-space: 0.375 × 0.1951/0.1047³ ≈ 63.7; sheet: 0.5625 × 0.01/0.1047⁴ ≈ 46.8.

The evanescent integrals, without the large-κ approximations, compare as follows. The exponent is the local slope d ln Γ_ev/d ln z.

half-space
z = 5 nm: Γ_ev = 519, law 510, exponent −2.96
z = 10 nm: Γ_ev = 69.1, law 63.7, exponent −2.82
z = 20 nm: Γ_ev = 11.3, law 7.96, exponent −2.33
z = 40 nm: Γ_ev = 2.92, law 1.00, exponent −1.59

sheet, η = 0.01
z = 5 nm: Γ_ev = 647, law 748, exponent −3.75
z = 10 nm: Γ_ev = 45.2, law 46.8, exponent −3.91
z = 20 nm: Γ_ev = 2.98, law 2.92, exponent −3.92
z = 40 nm: Γ_ev = 0.204, law 0.183, exponent −3.79

The half-space law fails at 40 nm because x√|ε| = 0.419 × 2.38 ≈ 1.0 there, which is not small.

**Q.** The half-space exponent improves as I go down, but the sheet's is best in the middle. Why?

**A.** The sheet law is limited from both sides. Keep the next terms of the integrand:

(1 + κ²)(ηκ − η³κ³) = ηκ³ + ηκ − η³κ⁵ − η³κ³.

Relative to the first term, the second contributes (2x)²/6 = (2/3)x². The third contributes −η²(5!/3!)/(2x)² = −5η²/x² = −5(ℓ/z)². The fourth is a constant −η², here 10⁻⁴, and does not affect the slope. The expansion in ηκ is usable because e^{−2κx} suppresses the region κ > 1/η when x ≫ η.

At 10 nm the two corrections are +0.007 and −0.046, in sum −0.038. The full integral is lower than the law by 0.035 of the law's value.

To leading order in the corrections, the local exponent is

d ln Γ_ev/d ln x ≈ −4 + 10η²/x² + (4/3)x².

Setting the derivative with respect to x² to zero gives x⁴ = 7.5η². The two added terms are then equal and sum to 2√(40/3) η ≈ 7.3η. For η = 0.01 this predicts an exponent of −3.927 at 15.8 nm. A scan of the full integral finds −3.930 at 15.7 nm. The exponent of Γ_ev is thus slightly short of −4 even at the best height. The total rate Γ also contains a nearly constant part of about Γ₀, which flattens it further: at 10 nm its slope is −3.91 × 45.2/46.2 ≈ −3.82, and the flattening grows with height. A fit should therefore be made to Γ with that part subtracted.

**Q.** Could I reach the z⁻² range with this sheet?

**A.** Not physically. It needs z ≪ ℓ, which is below 1 nm. The integral evaluated at z = ℓ/100 gives an exponent of −2.00, but that height is smaller than an atom and only shows what the formula contains. With η = 1, ℓ is 95.5 nm, and the model gives z⁻² at ordinary heights: at 10 nm, Γ_ev = 0.375/0.1047² ≈ 34.2. A film of thickness d has real η = k₀d Im ε/2, so at 600 nm this would take Im ε ≈ 190 in a 1 nm film, far above what ordinary absorbers offer at optical frequencies. A 1 nm film with ε = 1 + 20i has η ≈ 0.10 and an exponent of about −2.8 at 10 nm.

**Q.** I detect light, not decay rates. Does the fluorescence yield follow the same powers?

**A.** It follows the inverse powers where quenching dominates and Γ_ev itself obeys its power law. Let the emitter have unit yield in free space. Its yield near the surface is Y = Γ_rad/Γ, where Γ_rad is the part that reaches the far field. Per unit q = cos θ, a free perpendicular dipole sends (3/4)(1 − q²) upward, which integrates to one half. Above the half-space the direct and reflected waves interfere, so

Γ_rad/Γ₀ = (3/4) ∫₀¹ dq (1 − q²)|1 + r_p e^{2iqx}|².

For the sheet, the transmitted light adds |1 − r_p|² to the squared modulus. Only propagating waves enter, so Γ_rad stays finite as z → 0. In the example it lies between 0.42 and 0.44 for the half-space from 5 to 20 nm, and is 1.00 for the sheet.

At 10 nm the yields are 0.006 and 0.022. At 20 nm they are 0.0345 and 0.25. The last value is no longer small, so the sheet's yield grows by less than 2⁴ between these heights: the denominator Γ then contains the radiated part as well as the quenching. The half-space yield grows by only about 5.6 instead of 2³, although quenching dominates at both heights. The main reason is that Γ_ev itself falls by only 69.1/11.3 ≈ 6.1 there.

**Q.** My molecules do not all stand upright. Does orientation change the exponents?

**A.** It changes the prefactor. In the near field, the dipole's potential component with in-plane wavevector k has an amplitude proportional to p·(ik_x, ik_y, k). An upright dipole gives |pk|², and a dipole along x gives |pk_x|², which averages to half of that over the directions of k. The surface absorbs each component in proportion to Im r_p in either case. As long as the p-polarized near field carries the loss, an in-plane dipole is therefore quenched at half the rate, with the same power of z. For random fixed orientations the mean rate is (1 + ½ + ½)/3 = 2/3 of the upright value. The argument neglects s-polarized waves, which an in-plane dipole also emits: its evanescent rate is (3/4)∫₀^∞ dκ (Im r_s + κ² Im r_p) e^{−2κx}. With them included, the computed ratio deep in the z⁻³ and z⁻⁴ ranges is still 0.500. In the z⁻² range the factor ½ also needs ηx ≪ 1. For the sheet r_s = −η/(q + η), so Im r_s = ηκ/(η² + κ²). For κ ≪ η this is κ/η, as large as κ² Im r_p ≈ κ/η. A sheet with η ≫ 1 at heights with ηx ≫ 1 therefore quenches both orientations almost equally: at x = 0.02 the ratio of the evanescent rates is 0.56, 0.89 and 0.98 for η = 10, 100 and 1000. In the last case the sheet is nearly a mirror and the evanescent rate is only about Γ₀, so the total rates still differ: 2.9Γ₀ upright and 0.94Γ₀ in-plane.

**Q.** When should I distrust all this?

**A.** There are four conditions to check.

First, the response must be local. The relevant k is of order 1/z: at 10 nm the largest contribution comes from κx = 0.97 for the half-space and 1.48 for the sheet, close to the values 1 and 3/2 that maximize κ²e^{−2κx} and κ³e^{−2κx}. When 1/z approaches the wavevectors on which ε or σ itself depends, the simple powers need no longer hold.

Second, the sheet must be much thinner than z, since the calculation puts all its current in one plane, and its current must run in the plane only. A film of isotropic permittivity ε and thickness d, with kd, |ε|kd and kd/|ε| all small, has r_p ≈ (kd/2)(ε − 1/ε), so Im r_p ≈ (kd/2) Im ε (1 + 1/|ε|²). The second term is the loss driven by the normal field. It leaves the z⁻⁴ power unchanged but raises the prefactor unless |ε| ≫ 1.

Third, σ was taken as real. The denominator 1 + iηκ then has no zero at real κ. If η is nearly imaginary, η ≈ iη₂ with η₂ > 0, the denominator almost vanishes at κ = 1/η₂. That is a plasmon of the sheet, and its peak in Im r_p adds a contribution that the z⁻⁴ law does not contain.

Fourth, the sheet was free-standing. A substrate of permittivity ε changes the matching conditions. With q₁ ≈ q = iκ, continuity of E gives t = ε(1 − r_p), and the jump of H gives 1 + r_p − t = 2iηκ(1 − r_p). Hence r_p = (ε − 1 + 2iηκ)/(ε + 1 + 2iηκ) and Im r_p = 2(Im ε + 2ηκ)/|ε + 1 + 2iηκ|². For ηκ ≪ |ε + 1| an absorbing substrate brings its own z⁻³ term. A transparent substrate multiplies the z⁻⁴ prefactor by 4/(ε + 1)² and adds the finite contribution from κ² < ε − 1, which narrows the range: for ε = 2.25 and η = 0.01 the exponent of Γ_ev is −3.7 at 10 nm and −2.0 at 20 nm. For ηκ ≫ |ε + 1| the sheet screens the substrate, Im r_p → 1/(ηκ), and the z⁻² law of the free sheet returns.

The numerical check tests the rate integrals against the closed field of an image dipole, and the sheet's r_p against a very thin slab.

Computed values

```
vacuum wavelength = 600 nm
1/k0 = 95.49 nm
half-space eps = 4 + 4i
(eps-1)/(eps+1) = 0.7561 + 0.1951i
sheet eta = 0.01, sigma = 53.09 microsiemens
sheet length l = 0.955 nm
Joule coefficient, half-space (of x^-3) = 0.07317
Joule coefficient, sheet (of eta x^-4) = 0.56250
in-plane/perpendicular: half-space 0.5000, sheet 0.5000
Im r_p at evanescent kappa (half-space; eta=0.01; eta=1):
  kappa=5: 0.2067; 0.0499; 0.1923
  kappa=10: 0.1977; 0.0990; 0.0990
  kappa=20: 0.1957; 0.1923; 0.0499
  kappa=1000: 0.1951; 0.0990; 0.0010
evanescent rate/free rate: full, law, full/law, local exponent
  half-space z=5 nm: 518.7, 509.7, 1.018, -2.961
  half-space z=10 nm: 69.12, 63.72, 1.085, -2.821
  half-space z=20 nm: 11.27, 7.965, 1.415, -2.334
  half-space z=40 nm: 2.917, 0.9956, 2.930, -1.587
  sheet z=5 nm: 646.8, 748.4, 0.864, -3.748
  sheet z=10 nm: 45.16, 46.77, 0.965, -3.905
  sheet z=20 nm: 2.976, 2.923, 1.018, -3.921
  sheet z=40 nm: 0.2035, 0.1827, 1.114, -3.785
largest contribution at 10 nm, half-space: kappa*x = 0.973
largest contribution at 10 nm, sheet: kappa*x = 1.476
steepest sheet exponent = -3.930 at z = 15.7 nm
estimate: exponent -3.927 at z = 15.8 nm
radiated power/free power and quantum yield:
  half-space z=5 nm: 0.439, yield 0.0008
  half-space z=10 nm: 0.432, yield 0.0062
  half-space z=20 nm: 0.417, yield 0.0345
  sheet z=5 nm: 1.000, yield 0.0015
  sheet z=10 nm: 1.000, yield 0.0217
  sheet z=20 nm: 1.000, yield 0.2513
eta=1 sheet at 10 nm: rate 34.196, exponent -2.000
eta=0.01 sheet at z = l/100 (formal): exponent -2.002, full/(x^-2 law) 0.9987
```
